# Square-root temperature correction from diffusive electron interactions in three dimensions

A degenerate semiconductor film is cooled until phonon scattering has faded. Elastic scattering from static disorder remains, and for independent electrons with a smooth density of states it leaves almost no temperature dependence. Electrons that diffuse, however, stay near one another for a long time, and their interaction then changes the conductivity by an amount that varies with $T$. How does this change depend on $T$, and what sets its sign?

## Independent electrons

I use $\hbar=k_B=e=1$ until the result. The disorder is weak and short-ranged: $k_Fl\gg1$, with $l=v_F\tau$, and $T\tau\ll1$. Let $\nu$ be the density of states for both spins. Matsubara energies are $\varepsilon_n=(2n+1)\pi T$, and $\omega_l=2\pi Tl$. A field is a matrix in these energies, $\phi_{nm}=\phi_{n-m}$. It enters the inverse Green function as $i(\varepsilon-\phi)$, and the vector potential $A$ is uniform in space.

In the self-consistent Born approximation, leading order in $1/(k_Fl)$, the local Green function per spin is $-i\pi(\nu/2)Q$ and the self-energy is $-iQ/2\tau$. Without slow fields $Q=\Lambda=\mathrm{sgn}\,\varepsilon$. The averaged functional is stationary in $Q$:

$$S=-\mathrm{Tr}\ln\left[i(\varepsilon-\phi)-\xi(\mathbf p-\mathbf A)+\frac{iQ}{2\tau}\right]+\frac{\pi\nu}{8\tau}\mathrm{Tr}\,Q^2 ,$$

where these traces include spin. Slow changes keep $Q^2=1$, so $Q=R\Lambda R^{-1}$. Expanding in $\varepsilon-\phi$ gives $-\pi\nu\,\mathrm{Tr}(\varepsilon-\phi)Q$, with the spin trace now done. Rotating by $R$ shifts $\mathbf p$ by $\mathbf a=-iR^{-1}\nabla R-R^{-1}\mathbf AR$.

At second order in $\mathbf a$ there is a current bubble and a diamagnetic term. Since $\partial G/\partial p_x=v_xG^2$, integration by parts gives $\sum_p v_x^2G^2=-\sum_pG/m$, so blocks of $\mathbf a$ joining energies of equal sign cancel. For opposite signs there remains
$$-\tfrac12\sum_pv_x^2(G_+-G_-)^2 .$$
This is concentrated at the Fermi surface. There $\int d\xi\,G_\pm^2=0$ and $\int d\xi\,G_+G_-=2\pi\tau$, so the coefficient of $\mathrm{tr}\,a_{+-}a_{-+}$ is $\pi\nu D$ per spin, with $D=v_F^2\tau/3$. Because $\mathrm{Tr}(\nabla Q-i[A,Q])^2=-\mathrm{Tr}[a,\Lambda]^2=8\,\mathrm{tr}\,a_{+-}a_{-+}$, the result for both spins is

$$S=\pi\nu\,\mathrm{Tr}\left[-(\varepsilon-\phi)Q+\frac D4(\nabla Q-i[A,Q])^2\right]. \tag{1}$$

First limit: $\phi=0$, $Q=\Lambda$, and $A$ has components $A_{\pm k}$ at $\Omega=2\pi Tk$. There are $2k$ ordered pairs of opposite-sign energies separated by $k$, each contributing $4|A_k|^2$ to $-\mathrm{Tr}[A,\Lambda]^2$. Per volume, $S_0=2\pi\nu Dk|A_k|^2=\nu D\Omega|A_k|^2/T$. A conductor has $S=\sigma\Omega|A_k|^2/T$, so $\sigma=\nu D$, the Drude value.

## One potential: diffusion and screening

Write $Q=\Lambda e^W$ with $W\Lambda=-\Lambda W$, so that $W$ joins only energies of opposite sign. To second order, without $A$,

$$S=\pi\nu\sum_q\left[-\tfrac14(Dq^2+|\omega_{n-m}|)W_{nm}(q)W_{mn}(-q)+\phi_{mn}(-q)\Lambda_nW_{nm}(q)\right],$$

summed over $n,m$, because $|\varepsilon_n|+|\varepsilon_m|=|\omega_{n-m}|$ for opposite signs. Stationarity gives

$$W_{nm}=-2\Lambda_n\phi_{nm}\mathcal D,\qquad \mathcal D(q,\omega)=\frac1{Dq^2+|\omega|}. \tag{2}$$

The stationary value is $-\nu|\omega|\mathcal D|\phi|^2/2T$ per mode. States far from the Fermi level add the static response $+\nu|\phi|^2/2T$, so the polarization is $\Pi=\nu(1-|\omega|\mathcal D)=\nu Dq^2\mathcal D$. It has the right limits: $\Pi=\nu$ for a static potential, and $\Pi=0$ for a uniform time-dependent one, which cannot move charge.

With bare interaction $V$, the fluctuations obey $\langle\phi\phi\rangle=TU/\mathrm{Vol}$, $U=1/(V^{-1}+\Pi)$. For Coulomb repulsion $V^{-1}=\nu q^2/\kappa^2$, where $\kappa$ is the inverse screening length. If $D\kappa^2\gg T$, this term is negligible for the thermal modes and
$$U=\frac{1}{\nu Dq^2\mathcal D}.$$
The strength of the charge has dropped out.

## Both fields together

The conductivity correction is the part of the stationary action of order $\phi^2A^2$, averaged over $\phi$. A uniform $W$ of order $\phi^2$ does not contribute: its average is diagonal in energy, where $W$ has no elements.

**Both $A$'s at one vertex.** The relevant term of (1) is $-(\pi\nu D/2)\mathrm{Tr}\,AQAQ$. At second order in $W$ it contains
$$\mathrm{Tr}(A\Lambda WA\Lambda W)+\mathrm{Tr}(A\Lambda A\Lambda W^2).$$
Fix $l$ and one ordering of signs; there are $l$ energy pairs. In the first trace both energies of a pair shift by $\pm k$ and must still straddle zero. This leaves $2\max(l-k,0)$ terms, each $+4\mathcal D^2|\phi|^2|A_k|^2$. In the second, $W_{ad}W_{da}$ gives $-4\mathcal D^2|\phi|^2$, multiplied by $\sum\Lambda_a\Lambda_{a\pm k}=2l-2\min(l,k)=2\max(l-k,0)$. The two cancel.

**One $A$ at each of two vertices.** The cross term of (1) is $-i\pi\nu D\,\mathrm{Tr}\,AQ\nabla Q$, where I used $\nabla Q\,Q=-Q\nabla Q$. Since $Q\nabla Q=e^{-W}\nabla e^W=\nabla W-\frac12[W,\nabla W]+\dots$, it becomes $(i\pi\nu D/2)\mathrm{Tr}\,A[W,\nabla W]$.

Let $W=w+x$, where $w$ is (2) and $x$ is of order $\phi A$. Integration by parts gives $i\pi\nu D\,\mathrm{Tr}\,x[\nabla w,A]$, that is, a source $J(q)=-\pi\nu D\,q_x[w(q),A]$ for $x(-q)$. Minimizing over $x$ with the quadratic action above gives $x=2\mathcal DJ/(\pi\nu)$, and half the source term is the stationary value:

$$S_4=-\pi\nu D^2\sum_qq_x^2\sum_{nm}\mathcal D_{nm}[w(q),A]_{nm}[w(-q),A]_{mn}. \tag{3}$$

Take $n\ge0>m$ and $k>0$. The component $A_{-k}$ gives two equal terms that cancel in the commutator. The component $A_k$ gives

$$[w,A]_{nm}=-2\phi_l\mathcal D(\omega_l)A_k(c_1-c_2),\qquad l=n-m-k,$$

where $c_1=1$ if $m+k<0$, $c_2=1$ if $n\ge k$, and each is zero otherwise. For given $l>0$, each condition holds for $l$ pairs and both hold for $\max(l-k,0)$. Exactly one holds for $2l-2\max(l-k,0)=2\min(l,k)$ pairs. The product of commutators in (3) is then $+4\mathcal D^2|\phi|^2|A_k|^2$. The opposite sign ordering doubles the sum, giving $16\min(l,k)$. With $q_x^2\to q^2/3$ and division by $S_0$,

$$\frac{\delta\sigma(\Omega)}{\sigma}=-\frac{8D}{3}T\sum_{l\ge1}\frac{\min(\omega_l,\Omega)}{\Omega}\int\!\frac{d^3q}{(2\pi)^3}\,q^2\mathcal D(\omega_l+\Omega)\mathcal D^2(\omega_l)U(\omega_l). \tag{4}$$

This counting was tested by making the full nonlinear action stationary for given small fields. With $D=0.7$, $q=1$ and $2\pi T=1$, the $\phi^2A^2$ coefficient of $S/\pi\nu$ for $l=2,k=1$ is $-0.290661$, equal to the formula $-16D^2\min(l,k)\,\mathcal D^2(\omega_l)\mathcal D(\omega_l+\Omega)$ at the printed accuracy; pairs with $l<k$ and larger $l$ agree as well.

A product of two $\phi\phi A$ vertices would be of the same order as (4), since each vertex carries $\nu$ and each $U$ carries $1/\nu$. It vanishes by charge conjugation. Let $P$ reverse the energies and set $Q'=-PQ^TP$. This maps the action with $(\phi,A)$ to that with $(-\phi,-A)$, so a term with two $\phi$ and one $A$ equals its own negative. A vertex with a single $\phi$ and uniform $A$'s needs $\phi$ at $q=0$, which charge neutrality excludes.

## The direct-current limit

Equation (4) holds at discrete $\Omega$, and $\min(\omega_l,\Omega)$ cannot be continued as it stands. Let $f(\omega,\Omega)$ be the momentum integral, with a smooth high-frequency cutoff near $1/\tau$. Since $\min(l,k)=l$ for $l\le k$ and $l-(l-k)$ beyond,

$$\sum_l\min(\omega_l,\Omega)f(\omega_l,\Omega)=\sum_{l\ge1}\omega_l\,[f(\omega_l,\Omega)-f(\omega_l+\Omega,\Omega)],$$

after relabelling $l-k\to l$ in the subtracted sum. The right side is analytic for $\mathrm{Re}\,\Omega>0$ and does not grow exponentially, which fixes the continuation. For $\Omega\to0$ the bracket is $-\Omega\,\partial_\omega f(\omega_l,0)$, so

$$\frac{\delta\sigma}{\sigma}=\frac{8D}{3}T\sum_{l\ge1}\omega_l\frac{\partial}{\partial\omega_l}\int\frac{d^3q}{(2\pi)^3}q^2\mathcal D^3U. \tag{5}$$

For the screened Coulomb interaction $q^2\mathcal D^3U=\mathcal D^2/(\nu D)$. Using $\int d^3q/(2\pi)^3\,(q^2+a^2)^{-2}=1/(8\pi a)$ with $a^2=\omega/D$, the integral is $1/(8\pi\nu D^{5/2}\sqrt\omega)$. The operation $\omega\partial_\omega$ multiplies it by $-\frac12$:

$$\frac{\delta\sigma}{\sigma}=-\frac{1}{6\pi\nu D^{3/2}}\,T\sum_{l\ge1}\omega_l^{-1/2}.$$

The sum needs its cutoff. With a factor $e^{-\omega/\omega_c}$ and $N=\omega_c/2\pi T$,
$$\sum_{l\ge1}\frac{e^{-l/N}}{\sqrt l}=\sqrt{\pi N}+\zeta(\tfrac12)+O(1/N).$$
Multiplied by $T/\sqrt{2\pi T}$, the first term becomes $\sqrt{\omega_c/4\pi}$, independent of $T$. Its size depends on the form of the cutoff (the same factor placed inside $f$, before the derivative, doubles it), and it comes from $\omega\sim1/\tau$, where the diffusive form is only a rough guide. The second gives $\zeta(\frac12)\sqrt{T/2\pi}$ with $\zeta(\frac12)\approx-1.4604$. The interaction therefore lowers the conductivity, and heating removes part of the reduction. With $\sigma=\nu D$ and units restored,

$$\sigma(T)-\sigma(0)=C\,\frac{e^2}{\hbar}\sqrt{\frac{k_BT}{\hbar D}},\qquad C=\frac{|\zeta(1/2)|}{6\pi\sqrt{2\pi}}\approx0.0309. \tag{6}$$

The root is $1/L_T$, where $L_T=\sqrt{\hbar D/k_BT}$ is the distance diffused in a time $\hbar/k_BT$. The correction is thus a fixed fraction of $e^2/\hbar$ per thermal length. The constant $\sigma(0)$ contains the cutoff-dependent reduction and is not the Drude value.

A direct evaluation of (5), with a momentum cutoff and finite screening, shows both parts. In units $D=\nu=1$, with cutoff momentum 1 and $\kappa^2=1000$, the relative correction at $T=0.0005$ is $-0.0206$ when the frequencies are summed up to about 100, and $-0.0208$ when all are summed, whereas the thermal part there is only $0.0309\sqrt{0.0005}\approx0.0007$. The coefficient of $\sqrt T$ extracted from two temperatures is $0.03090$, against $0.03091$ from (6).

## A second case: a film thinner than the thermal length

If the thickness is well below $L_T$, thermal modes vary only in the plane. Let $\nu$ now be per area. The angular average gives $q_x^2\to q^2/2$, so $8D/3$ becomes $4D$, and $\int d^2q/(2\pi)^2\,\mathcal D^2=1/(4\pi D\omega)$. Then

$$\frac{\delta\sigma}{\sigma}=\frac4\nu T\sum_l\omega_l\partial_{\omega_l}\frac1{4\pi D\omega_l}=-\frac{1}{\pi\nu D}\,T\sum_l\frac1{\omega_l}\simeq-\frac{1}{2\pi^2\nu D}\ln\frac{\omega_m}{T}.$$

Here $\omega_m$ is the frequency up to which the modes are planar: about $D/d^2$ for a thickness $d$ above $l$, and about $1/\tau$ for a thinner film. Higher frequencies add a part that does not depend on $T$ at this accuracy. On cooling from $T_1$ to $T_2$, both well below $\hbar\omega_m/k_B$, the sheet conductance therefore falls by $(e^2/2\pi^2\hbar)\ln(T_1/T_2)$. The square root needs a thickness much larger than $L_T$, because a thick film keeps part of the logarithm. With reflecting faces the transverse wave numbers are $q_z=\pi n/d$, $n\ge0$, and for $d\gg L_T$ their sum is the bulk integral plus half the $n=0$ term, up to a remainder smaller than that term by a factor of order $(L_T/d)^2$. Half of the logarithm above is then added to the bulk sheet conductance.

## Adding the spin channel

Exchange also couples spin densities. I model it by an attraction $V_t=-F/\nu$ for each of three components, with $0\le F<1$. The static spin response is enhanced by $1/(1-F)=1+\gamma$, which defines $\gamma=F/(1-F)$. From $1/U_t=V_t^{-1}+\nu Dq^2\mathcal D$,

$$U_t=-\frac\gamma\nu\,\frac{Dq^2+\omega}{Dq^2+(1+\gamma)\omega}.$$

The Gaussian average is continued to negative $V_t$. Each spin field carries a Pauli matrix that commutes with $A$ and squares to one, so the counting is unchanged and $U\to U+3U_t$ in (5). Vertices with two spin fields and one $A$ vanish by the same conjugation combined with a spin reversal: the spin fields keep their sign while $A$ changes its own. A vertex with one charge field and one spin field has zero spin trace.

With $s=1+\gamma$ and $q=x\sqrt{\omega/D}$, the new integral is

$$\int_0^\infty\!\frac{x^4\,dx}{(x^2+1)^2(x^2+s)}=\frac\pi2\left[1-\frac{s^2}{\gamma^2}+\frac1{2\gamma}+\frac{s^{3/2}}{\gamma^2}\right]=\frac{\pi}{2\gamma^2}\left[s^{3/2}-1-\frac{3\gamma}2\right].$$

The partial fractions have weights $1-s^2/\gamma^2$, $1/\gamma$ and $s^2/\gamma^2$ on $(x^2+1)^{-1}$, $(x^2+1)^{-2}$ and $(x^2+s)^{-1}$. Multiplying by $-\gamma/(2\pi^2)$, dividing by the Coulomb value $1/(8\pi)$ and counting three components, equation (6) acquires the factor

$$K(\gamma)=1-\frac6\gamma\left[(1+\gamma)^{3/2}-1-\frac{3\gamma}{2}\right]. \tag{7}$$

For small $\gamma$ the bracket is $3\gamma^2/8$, so $K\simeq1-9\gamma/4$, and the Coulomb result returns at $\gamma=0$. For large $\gamma$, $K\simeq10-6\sqrt\gamma$, and a first-order correction is no longer safe near the ferromagnetic instability. The sign changes at $\gamma\approx0.477$; above it the conductivity falls on heating. The $\sqrt T$ law thus survives exchange in this model, but its sign is not universal.

## Numbers for a film

Take round parameters: density $10^{20}\ \mathrm{cm^{-3}}$, mass $0.3\,m_e$, $\tau=10$ fs, relative permittivity 10, thickness 300 nm. Then $k_F=(3\pi^2n)^{1/3}=1.436\ \mathrm{nm^{-1}}$ and $l=v_F\tau=5.54$ nm, so $k_Fl\approx8$. The diffusion constant is $v_F^2\tau/3=10.2\ \mathrm{cm^2/s}$, and the Drude conductivity is $ne^2\tau/m=939$ S/cm.

Equation (6) gives a slope of $0.851\ \mathrm{S\,cm^{-1}K^{-1/2}}$. At 10 K the bulk rise above the value extrapolated to $T=0$ is $0.851\times\sqrt{10}=2.69$ S/cm, or $2.69/939\approx0.29\%$ of the Drude value. With $\gamma=0.3$, chosen as an illustration and not computed for this film, $K=0.3554$ and the rise is $0.3554\times2.691\approx0.96$ S/cm. Exchange of this strength removes almost two thirds of the bulk effect. It is on the strong side for this film: a uniform electron gas with these parameters has $r_s\approx0.76$, and its local-density spin susceptibility suggests $\gamma\approx0.12$, $K\approx0.74$. Either way a measured slope does not give $D$ unless $\gamma$ is known.

The conditions can be read off. At 20 K, $k_BT\tau/\hbar=0.026$ and $\hbar D\kappa^2/k_BT\approx405$, so collisions are frequent on the thermal time scale and screening is strong. The thermal modes must also have $ql\ll1$. For $Dq^2=2\pi k_BT/\hbar$ one finds $ql=\sqrt{6\pi k_BT\tau/\hbar}$, which is 0.16 at 1 K, 0.5 at 10 K and 0.7 at 20 K. The diffusion approximation is therefore good near 1 K, and the values at 10 K and above are estimates. At 1 K, $L_T=88$ nm, about 3.4 times less than the thickness. To locate the crossover to the thin-film logarithm at $\gamma=0$, compare the slopes $d\sigma/d\ln T$ of the thick-film law, including its half logarithm, and of the thin-film law. In units of $e^2/\hbar$ they are $C/(2L_T)+1/(4\pi^2d)$ and $1/(2\pi^2d)$, equal at $d/L_T=1/(2\pi^2C)\approx1.6$. For this film that is at about 0.23 K, before $L_T$ reaches the thickness at $(88/300)^2\approx0.09$ K. In the same comparison the half logarithm from the faces adds about 15% to the bulk slope $d\sigma/d\ln T$ at 10 K, but about 48% at 1 K. The full sum over $q_z$ gives 15% and 51%, and at 0.23 K its slope lies about 11% above both limiting laws. Equation (6) alone therefore does not describe this film at 1 K, where the diffusion approximation is better; a clean square root from the interaction term there needs a much thicker sample.

These figures leave out weak localization, the Cooper channel, spin-orbit and magnetic scattering, Zeeman splitting and residual phonon scattering. Some of these add their own temperature dependence, and it need not be small. In zero magnetic field, with a dephasing rate proportional to $T$ and a dephasing length between 3 and 11 times $L_T$, weak localization in this film gives a slope $d\sigma/d\ln T$ of the same sign, about 0.65 to 0.8 of the $\gamma=0$ interaction slope at 1 K and 0.3 to 0.6 at 10 K. A comparison with data must separate these terms first. The remaining checks are in the numerical output below.

## Calculated quantities

```
zeta(1/2) = -1.460355
C = 0.030908 (dimensionless)
bubble gap: numeric 1.828598e-03, formula 1.833333e-03
mixed action coefficient, D = 0.7, q = 1, 2 pi T = 1:
  l=1 k=2: numeric -0.733190, formula -0.733190
  l=2 k=1: numeric -0.290661, formula -0.290661
  l=3 k=2: numeric -0.200941, formula -0.200941
odd part of action under A -> -A = 0.0e+00
thermal part of sum of l^(-1/2) = -1.46015
real-frequency integral = 0.582597
|zeta(1/2)|/sqrt(2 pi) = 0.582597
sqrt(T) coefficient from full loop, D = nu = 1:
  gamma=0.0: numeric 0.030899, formula 0.030908
  gamma=0.3: numeric 0.010989, formula 0.010986
  gamma=1.0: numeric -0.029959, formula -0.029998
relative correction at T = 0.0005, cutoff 1: -0.02064
K changes sign at gamma = 0.4768
density = 1.0e+20 cm^-3
mass = 0.30 m_e
scattering time = 10.0 fs
relative permittivity = 10.0
film thickness = 300 nm
k_F = 1.4360 nm^-1
v_F = 5.5412e+05 m/s
E_F = 0.2619 eV
mean free path = 5.541 nm
k_F l = 7.957
D = 10.235 cm^2/s
Drude conductivity = 939.31 S/cm
screening length 1/kappa = 0.9822 nm
sqrt(T) slope, gamma=0: 0.8509 S/cm/K^0.5
K(0.3) = 0.3554
sqrt(T) slope, gamma=0.3: 0.3024 S/cm/K^0.5
T in K; changes from T=0 in S/cm; L_T in nm:
  T= 1.0: gamma=0 0.8509, gamma=0.3 0.3024, L_T=88.42, kB*T*tau/hbar=0.00131
  T= 4.0: gamma=0 1.7018, gamma=0.3 0.6049, L_T=44.21, kB*T*tau/hbar=0.00524
  T=10.0: gamma=0 2.6907, gamma=0.3 0.9564, L_T=27.96, kB*T*tau/hbar=0.01309
  T=20.0: gamma=0 3.8053, gamma=0.3 1.3525, L_T=19.77, kB*T*tau/hbar=0.02618
relative change at 10 K, gamma=0: 0.2865 percent
hbar D kappa^2/(kB T) at 20 K = 405.2
```
